# The three-dimensional Lindhard function: closed form, particle-hole continuum and sum rules: test program

```python
"""Lindhard dielectric function of the 3D electron gas at zero temperature.

Result under test (atomic units, kf = Fermi wavevector, Q = q/kf):
  eps1 = 1 - (ktf2/q^2) [Psi(nu_minus) - Psi(nu_plus)] / Q
  eps2 = (kf^2/q^3) [P(nu_minus) - P(nu_plus)]
  nu_minus, nu_plus = w/(q kf) -/+ Q/2,   ktf2 = 4 kf/pi
  Psi(x) = x/2 + (1-x^2)/4 ln|(x+1)/(x-1)|,   P(x) = max(0, 1-x^2)
and, at every q, the integrals over w > 0 of w*eps2 and of w*Im(-1/eps)
both equal pi*wp2/2, where wp2 = 4 pi n is the squared plasma frequency.
The loss integral includes the plasmon pole when there is one.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV

density_A = 0.1                                # electrons per cubic angstrom
density = density_A * BOHR**3
kf = (3 * np.pi**2 * density) ** (1 / 3)
wp2 = 4 * np.pi * density
ktf2 = 4 * kf / np.pi
q_list_A = [0.5, 1.0, 1.5, 2.5, 4.0]           # inverse angstrom
q_list = [q * BOHR for q in q_list_A]


def nu_pair(q, w):
    return w / (q * kf) - q / (2 * kf), w / (q * kf) + q / (2 * kf)


def psi_real(x):
    if abs(1 - abs(x)) < 1e-14:                # the logarithmic term vanishes
        return x / 2
    return x / 2 + (1 - x * x) / 4 * np.log(abs((x + 1) / (x - 1)))


def parabola(x):
    return max(0.0, 1 - x * x)


def eps(q, w):
    """Closed form on the real frequency axis."""
    lower, upper = nu_pair(q, w)
    real = 1 - ktf2 * kf / q**3 * (psi_real(lower) - psi_real(upper))
    imag = kf**2 / q**3 * (parabola(lower) - parabola(upper))
    return complex(real, imag)


def eps_upper(q, z):
    """Closed form with a complex logarithm, for Im z > 0."""
    def psi(x):
        return x / 2 + (1 - x * x) / 4 * np.log((x + 1) / (x - 1))
    lower, upper = nu_pair(q, z)
    return 1 - ktf2 * kf / q**3 * (psi(lower) - psi(upper))


def eps_definition(q, z, n=300):
    """Momentum-space quadrature of the defining response integral."""
    x, wt = np.polynomial.legendre.leggauss(n)
    k = 0.5 * kf * (x + 1)[:, None]
    cosine = x[None, :]
    weight = 0.5 * kf * wt[:, None] * wt[None, :] * k**2 * 2 * np.pi
    weight = weight * 2 / (2 * np.pi) ** 3
    e_k = k**2 / 2
    e_plus = (k**2 + q**2 + 2 * k * q * cosine) / 2
    e_minus = (k**2 + q**2 - 2 * k * q * cosine) / 2
    chi = np.sum(weight * (1 / (z + e_k - e_plus) - 1 / (z + e_minus - e_k)))
    return 1 - 4 * np.pi / q**2 * chi


def continuum(q):
    """Lower edge, end of the blocked branch, upper edge."""
    return (max(0.0, q * q / 2 - q * kf), abs(q * kf - q * q / 2),
            q * q / 2 + q * kf)


def integrate(func, a, b, q):
    kink = continuum(q)[1]
    cuts = [a] + ([kink] if a < kink < b else []) + [b]
    return sum(quad(func, lo, hi, limit=400, epsabs=1e-11, epsrel=1e-9)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def eps1_from_absorption(q, w):
    """Principal-value dispersion integral over eps2."""
    low, kink, high = continuum(q)
    total = 0.0
    for lo, hi in ((low, kink), (kink, high)):
        if hi - lo < 1e-12:
            continue
        if lo < w < hi:
            total += quad(lambda x: x * eps(q, x).imag / (x + w), lo, hi,
                          weight="cauchy", wvar=w)[0]
        else:
            total += quad(lambda x: x * eps(q, x).imag / (x * x - w * w),
                          lo, hi, limit=200)[0]
    return 1 + 2 / np.pi * total


def count_pairs(q, n_p=4000, n_s=1000):
    """Energies and numbers of pairs: k occupied, k+q empty.

    p is the component of k along q, s the squared transverse component.
    """
    p = kf * (2 * (np.arange(n_p) + 0.5) / n_p - 1)
    s = kf**2 * (np.arange(n_s) + 0.5) / n_s
    occupied = p[:, None] ** 2 + s[None, :] < kf**2
    empty = (p[:, None] + q) ** 2 + s[None, :] >= kf**2
    number = np.sum(occupied & empty, axis=1)
    transfer = ((p + q) ** 2 - p**2) / 2
    cell = np.pi * (kf**2 / n_s) * (2 * kf / n_p)
    return transfer, number, cell


def plasmon(q):
    """Energy and slope of eps1 at its zero above the continuum, or None."""
    edge = continuum(q)[2]
    if eps(q, edge).real >= 0:
        return None
    w = brentq(lambda x: eps(q, x).real, edge, edge + 5 * np.sqrt(wp2),
               xtol=1e-14)
    h = 1e-4 * (w - edge)
    slope = (eps(q, w + h).real - eps(q, w - h).real) / (2 * h)
    return w, slope


# Closed form against the definition, and its limit on the real axis.
err_definition = 0.0
err_dispersion = 0.0
for q in q_list:
    low, kink, high = continuum(q)
    samples = [0.5 * kink, 0.5 * (kink + high), 1.3 * high]
    for w in samples:
        z = w + 0.1j
        err_definition = max(err_definition,
                             abs(eps_upper(q, z) - eps_definition(q, z)))
        assert abs(eps_upper(q, w + 1e-10j) - eps(q, w)) < 1e-6
        err_dispersion = max(err_dispersion,
                             abs(eps1_from_absorption(q, w) - eps(q, w).real))
    if q < 2 * kf:
        w = 0.5 * kink
        assert abs(eps_upper(q, w + 1e-10j).imag - 2 * w / q**3) < 1e-6
    w = 0.5 * (kink + high)
    branch = kf**2 / q**3 * (1 - nu_pair(q, w)[0] ** 2)
    assert abs(eps_upper(q, w + 1e-10j).imag - branch) < 1e-6
assert err_definition < 1e-9
assert err_dispersion < 1e-6

# Pair counting: continuum edges and absorption in eight energy windows.
# The tolerances reflect the finite momentum grid.
err_pairs = 0.0
for q in q_list:
    low, kink, high = continuum(q)
    transfer, number, cell = count_pairs(q)
    reached = transfer[number > 0]
    assert abs(reached.min() - low) < 5e-3 * kf**2
    assert abs(reached.max() - high) < 5e-3 * kf**2
    bins = np.linspace(low, high, 9)
    factor = 4 * np.pi / q**2 * np.pi * 2 / (2 * np.pi) ** 3 * cell
    counted = np.histogram(transfer, bins=bins, weights=number * factor)[0]
    formula = np.array([integrate(lambda x: eps(q, x).imag, a, b, q)
                        for a, b in zip(bins[:-1], bins[1:])])
    err_pairs = max(err_pairs,
                    np.max(np.abs(counted - formula)) / formula.max())
assert err_pairs < 1e-2

# Static long-wave limit and high-frequency tail.
mu = kf**2 / 2
def gas_density(m):
    return (2 * m) ** 1.5 / (3 * np.pi**2)
dn_dmu = (gas_density(mu * 1.0001) - gas_density(mu * 0.9999)) / (2e-4 * mu)
q_small = 0.02 * kf
static = (eps(q_small, 0.0).real - 1) * q_small**2
assert abs(static / (4 * np.pi * dn_dmu) - 1) < 1e-4
q, w = q_list[1], 30.0
tail = (1 - eps(q, w).real) * w**2 / wp2
assert abs(tail - 1 - (0.6 * kf**2 * q**2 + q**4 / 4) / w**2) < 1e-6

# Sign property that excludes zeros in the upper half-plane.
axis = np.linspace(0.05, 3.0, 60)
for q in q_list:
    assert np.all(eps_upper(q, axis[:, None] + 1j * axis[None, :]).imag > 0)
    on_axis = eps_upper(q, 1j * axis)
    assert np.all(on_axis.real > 1) and np.max(np.abs(on_axis.imag)) < 1e-10

# Wavevector at which the plasmon meets the continuum.
def merging(q):
    ratio = q / kf
    return ktf2 / q**2 * ((2 + ratio) / 4 * np.log(1 + 2 / ratio) - 0.5) - 1
q_c = brentq(merging, 0.05 * kf, 3 * kf)
w_c = continuum(q_c)[2]
assert abs(eps_definition(q_c, w_c)) < 1e-3
assert plasmon(0.98 * q_c) is not None and plasmon(1.02 * q_c) is None

# Both sum rules at every wavevector.
exact = np.pi / 2 * wp2
rows = []
for q in q_list:
    low, kink, high = continuum(q)
    absorption = integrate(lambda x: x * eps(q, x).imag, low, high, q)
    loss = integrate(lambda x: x * eps(q, x).imag / abs(eps(q, x)) ** 2,
                     low, high, q)
    mode = plasmon(q)
    pole = np.pi * mode[0] / mode[1] if mode else 0.0
    assert abs(absorption / exact - 1) < 1e-8
    assert abs((loss + pole) / exact - 1) < 1e-6
    rows.append((absorption, loss, pole, mode))

print(f"density = {density_A:.3f} 1/A^3")
print(f"Fermi wavevector kF = {kf/BOHR:.4f} 1/A, 2kF = {2*kf/BOHR:.4f} 1/A")
print(f"Fermi energy = {mu*HARTREE:.4f} eV")
print(f"plasma energy = {np.sqrt(wp2)*HARTREE:.4f} eV")
print(f"Thomas-Fermi wavevector = {np.sqrt(ktf2)/BOHR:.4f} 1/A")
q = q_list[1]
print(f"worked q = {q_list_A[1]:.1f} 1/A: Q = {q/kf:.5f} (no unit), "
      f"kTF^2/q^2 = {ktf2/q**2:.5f} (no unit)")
for energy in (0.0, 5.0, 12.0, 20.0):
    w = energy / HARTREE
    a, b = nu_pair(q, w)
    value = eps(q, w)
    print(f"E = {energy:.1f} eV: nu- = {a:.5f}, nu+ = {b:.5f} (no unit)")
    print(f"  Psi(nu-) = {psi_real(a):.5f}, Psi(nu+) = {psi_real(b):.5f}, "
          f"eps1 = {value.real:.4f}, eps2 = {value.imag:.4f} (no unit)")
print("continuum: lower edge, |q kF - q^2/2|, upper edge")
for qa, q in zip(q_list_A, q_list):
    e = [x * HARTREE for x in continuum(q)]
    print(f"q = {qa:.1f} 1/A: {e[0]:.3f}, {e[1]:.3f}, {e[2]:.3f} eV")
print(f"plasmon merges at q = {q_c/BOHR:.4f} 1/A, E = {w_c*HARTREE:.3f} eV")
print(f"exact sum pi*wp^2/2 = {exact*HARTREE**2:.4f} eV^2 "
      f"= {exact:.6f} hartree^2")
print("sums: absorption; loss continuum + plasmon pole = loss total")
for qa, (absorption, loss, pole, mode) in zip(q_list_A, rows):
    s = HARTREE**2
    print(f"q = {qa:.1f} 1/A: {absorption*s:.4f}; {loss*s:.4f} + "
          f"{pole*s:.4f} = {(loss+pole)*s:.4f} eV^2")
for qa, row in zip(q_list_A, rows):
    if row[3]:
        print(f"plasmon at q = {qa:.1f} 1/A: E = {row[3][0]*HARTREE:.4f} eV, "
              f"share of sum = {100*row[2]/exact:.2f} percent")
print(f"largest error, closed form vs definition = {err_definition:.1e}")
print(f"largest error, dispersion integral = {err_dispersion:.1e}")
print(f"largest error, pair count / largest window = {err_pairs:.1e}")
print("tests ok")
```

Printed output:

```
density = 0.100 1/A^3
Fermi wavevector kF = 1.4360 1/A, 2kF = 2.8719 1/A
Fermi energy = 7.8560 eV
plasma energy = 11.7424 eV
Thomas-Fermi wavevector = 1.8588 1/A
worked q = 1.0 1/A: Q = 0.69640 (no unit), kTF^2/q^2 = 3.45501 (no unit)
E = 0.0 eV: nu- = -0.34820, nu+ = 0.34820 (no unit)
  Psi(nu-) = -0.33377, Psi(nu+) = 0.33377, eps1 = 4.3118, eps2 = 0.0000 (no unit)
E = 5.0 eV: nu- = 0.10876, nu+ = 0.80516 (no unit)
  Psi(nu-) = 0.10833, Psi(nu+) = 0.59833, eps1 = 3.4310, eps2 = 2.4800 (no unit)
E = 12.0 eV: nu- = 0.74850, nu+ = 1.44490 (no unit)
  Psi(nu-) = 0.58743, Psi(nu+) = 0.25910, eps1 = -0.6289, eps2 = 1.7135 (no unit)
E = 20.0 eV: nu- = 1.47963, nu+ = 2.17603 (no unit)
  Psi(nu-) = 0.25135, Psi(nu+) = 0.16032, eps1 = 0.5484, eps2 = 0.0000 (no unit)
continuum: lower edge, |q kF - q^2/2|, upper edge
q = 0.5 1/A: 0.000, 4.518, 6.423 eV
q = 1.0 1/A: 0.000, 7.132, 14.752 eV
q = 1.5 1/A: 0.000, 7.840, 24.985 eV
q = 2.5 1/A: 0.000, 3.542, 51.167 eV
q = 4.0 1/A: 17.192, 17.192, 104.727 eV
plasmon merges at q = 1.1431 1/A, E = 17.485 eV
exact sum pi*wp^2/2 = 216.5880 eV^2 = 0.292505 hartree^2
sums: absorption; loss continuum + plasmon pole = loss total
q = 0.5 1/A: 216.5880; 0.9605 + 215.6276 = 216.5880 eV^2
q = 1.0 1/A: 216.5880; 40.9198 + 175.6682 = 216.5880 eV^2
q = 1.5 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
q = 2.5 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
q = 4.0 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
plasmon at q = 0.5 1/A: E = 12.5442 eV, share of sum = 99.56 percent
plasmon at q = 1.0 1/A: E = 15.6517 eV, share of sum = 81.11 percent
largest error, closed form vs definition = 5.8e-14
largest error, dispersion integral = 4.4e-15
largest error, pair count / largest window = 1.6e-03
tests ok
```
